# Atomic Lamb shielding from the energy slope of two-electron ions

## Two electrons that do not repel each other

Put two electrons of opposite spin in the 1s orbital of a nucleus of charge $Z$ and switch off their repulsion. In atomic units each has energy $-Z^2/2$ and density $(Z^3/\pi)e^{-2Zr}$. The mean inverse distance of one electron from the nucleus is

$$\left\langle \frac1r\right\rangle=\int_0^\infty 4\pi r^2\,\frac{Z^3}{\pi}e^{-2Zr}\,\frac1r\,dr=4Z^3\int_0^\infty r\,e^{-2Zr}dr=\frac{4Z^3}{(2Z)^2}=Z .$$

The pair therefore has $\langle\sum_i 1/r_i\rangle=2Z$. Its energy is $E=-Z^2$, so $-dE/dZ=2Z$ as well. Raising the nuclear charge lowers the energy at a rate set by how close the electrons are to the nucleus.

The same inverse distance fixes the magnetic shielding $\sigma$, the fraction by which the electrons reduce an applied field at the nucleus. With repulsion included, the relation is

$$\sigma=\frac{\alpha^2}{3}\left\langle\sum_i\frac1{r_i}\right\rangle=-\frac{\alpha^2}{3}\left(\frac{\partial E}{\partial Z}\right)_{N_e}, \tag{1}$$

where $\alpha$ is the fine-structure constant. For the two-electron ground state, with $E=\sum_n e_nZ^{2-n}$, it gives

$$\sigma=\frac{\alpha^2}{3}\left[2Z-\frac58+\frac{e_3}{Z^2}+\frac{2e_4}{Z^3}+\dots\right]. \tag{2}$$

The assumptions are a nondegenerate singlet S state, nonrelativistic electrons, and a point nucleus of infinite mass. The electron number $N_e$ is fixed while $Z$ varies continuously, so the derivative is not a slope along the neutral atoms.

## First derivation: the energy as a function of nuclear charge

**The Lamb formula.** The electron has charge $-1$, and $\mu_0/4\pi=\alpha^2$ in atomic units. With the origin at the nucleus, the uniform field $\mathbf B$ and the nuclear moment $\boldsymbol\mu$ give the vector potential

$$\mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\frac{\boldsymbol\mu\times\mathbf r}{r^3}.$$

The shielding is defined by the energy $-\boldsymbol\mu\cdot\mathbf B(1-\sigma)$. The bare term $-\boldsymbol\mu\cdot\mathbf B$ belongs to the nucleus alone, so the electrons must supply $+\sigma\,\boldsymbol\mu\cdot\mathbf B$. We need the part of their energy that is linear in both $\mathbf B$ and $\boldsymbol\mu$.

The kinetic energy $\tfrac12(\mathbf p+\mathbf A)^2$ contains $\tfrac12A^2$, whose cross term is

$$\frac{\alpha^2}{2r^3}(\mathbf B\times\mathbf r)\cdot(\boldsymbol\mu\times\mathbf r)
=\frac{\alpha^2}{2r^3}\left[r^2\,\mathbf B\cdot\boldsymbol\mu-(\mathbf B\cdot\mathbf r)(\boldsymbol\mu\cdot\mathbf r)\right].$$

An S state has a spherical density, so $r_ar_b$ averages to $\delta_{ab}r^2/3$. The bracket becomes $\tfrac23r^2\,\mathbf B\cdot\boldsymbol\mu$, and the term becomes $(\alpha^2/3r)\,\mathbf B\cdot\boldsymbol\mu$. Summing over electrons and comparing with $+\sigma\,\boldsymbol\mu\cdot\mathbf B$ gives the first equality in (1).

A second-order energy could also be bilinear, with one factor linear in $\mathbf B$ and one linear in $\boldsymbol\mu$. The factor linear in $\mathbf B$ is $\tfrac12\mathbf B\cdot\mathbf L$ plus a multiple of $\mathbf B\cdot\mathbf S$, where $\mathbf L$ and $\mathbf S$ are the total orbital and spin angular momenta. Both give zero on a singlet S state, so this paramagnetic contribution vanishes. In a molecule the electrons have no conserved $\mathbf L$ about one nucleus, this argument is lost, and (1) is no longer the whole shielding.

**The Hellmann–Feynman theorem.** Let $\Psi$ be the normalized eigenfunction of

$$H=\sum_i\left(-\tfrac12\nabla_i^2-\frac Z{r_i}\right)+\sum_{i<j}\frac1{r_{ij}} .$$

Differentiate $E=\langle\Psi|H|\Psi\rangle$ with respect to $Z$, and use $H\Psi=E\Psi$ in the terms where the wavefunction is differentiated:

$$\frac{\partial E}{\partial Z}=E\,\frac{\partial}{\partial Z}\langle\Psi|\Psi\rangle+\left\langle\frac{\partial H}{\partial Z}\right\rangle=0-\left\langle\sum_i\frac1{r_i}\right\rangle .$$

The first term is zero because the norm stays equal to one. This is the second equality in (1).

**The energy expansion.** For two electrons, measure lengths in units of $1/Z$ by setting $\mathbf r=\boldsymbol\rho/Z$. The kinetic energy and the nuclear attraction both acquire a factor $Z^2$, and the repulsion acquires a factor $Z$. Hence

$$H=Z^2\left(h_0+\lambda V\right),\qquad \lambda=\frac1Z,\qquad V=\frac1{\rho_{12}}, \tag{3}$$

where $h_0$ describes two independent electrons around unit charge. Its lowest energy is $e_0=-1$. If the lowest eigenvalue of $h_0+\lambda V$ is $\varepsilon(\lambda)=\sum_ne_n\lambda^n$, then $E=Z^2\varepsilon(1/Z)=\sum_ne_nZ^{2-n}$. Differentiating term by term,

$$-\frac{\partial E}{\partial Z}=\sum_n(n-2)\,e_n\,Z^{1-n}. \tag{4}$$

The $n=0$ term is $2Z$ and the $n=1$ term is $-e_1$. The $n=2$ term is zero, because $e_2$ is a part of the energy that does not depend on $Z$.

**The coefficient $e_1$.** This is the repulsion of two 1s clouds, each of density $e^{-2\rho}/\pi$. The potential of one cloud comes from the charge inside radius $\rho$ and the shells outside it:

$$\phi(\rho)=\frac1\rho\int_0^\rho4x^2e^{-2x}dx+\int_\rho^\infty4x\,e^{-2x}dx .$$

The first integral is $1-e^{-2\rho}(1+2\rho+2\rho^2)$ and the second is $e^{-2\rho}(1+2\rho)$, so $\phi=1/\rho-e^{-2\rho}(1+1/\rho)$. The other cloud in this potential has energy

$$e_1=4\int_0^\infty\left[\rho e^{-2\rho}-\rho^2e^{-4\rho}-\rho e^{-4\rho}\right]d\rho
=4\left[\frac14-\frac1{32}-\frac1{16}\right]=\frac58 .$$

With this value, (4) multiplied by $\alpha^2/3$ is equation (2).

**The higher coefficients.** Write the wavefunction as $\psi_0+\lambda\psi_1+\lambda^2\psi_2+\dots$, with every correction orthogonal to the normalized $\psi_0$. Collecting the power $\lambda^n$ in the eigenvalue equation gives

$$(h_0-e_0)\psi_n=-V\psi_{n-1}+\sum_{k=1}^{n}e_k\psi_{n-k},\qquad e_n=\langle\psi_0|V|\psi_{n-1}\rangle ,$$

where the second relation is the projection of the first on $\psi_0$. The coefficient $e_3$ appears to need $\psi_2$, but $\psi_1$ is enough. Since $\psi_2$ is orthogonal to $\psi_0$, $V$ may be replaced by $V-e_1$. The first-order equation $(V-e_1)\psi_0=-(h_0-e_0)\psi_1$ then gives

$$e_3=-\langle\psi_1|(h_0-e_0)|\psi_2\rangle=\langle\psi_1|(V-e_1)|\psi_1\rangle-e_2\langle\psi_1|\psi_0\rangle=\langle\psi_1|(V-e_1)|\psi_1\rangle .$$

The middle step uses the second-order equation, and the last uses orthogonality.

## Second derivation: the field of the induced current

This route keeps the nuclear charge fixed. It finds the field at the nucleus directly, then obtains the inverse distance from a balance of energies.

**The field.** Because $\mathbf B\cdot\mathbf L$ and $\mathbf B\cdot\mathbf S$ give zero on the state, the wavefunction does not change to first order in $\mathbf B$. The electron velocity is $\mathbf p+\mathbf A$. The $\mathbf p$ part gives no current in the real, unperturbed state, so the charge current is

$$\mathbf j=-\rho_e\mathbf A=-\tfrac12\rho_e\,\mathbf B\times\mathbf r ,$$

where $\rho_e(r)$ is the electron number density. The Biot–Savart law at the origin involves $\mathbf j\times(-\mathbf r)=\mathbf r\times\mathbf j$:

$$\mathbf B_{\rm ind}=\alpha^2\int\frac{\mathbf r\times\mathbf j}{r^3}d^3r
=-\frac{\alpha^2}2\int\rho_e\,\frac{r^2\mathbf B-\mathbf r(\mathbf r\cdot\mathbf B)}{r^3}d^3r
=-\frac{\alpha^2}{3}\,\mathbf B\int\frac{\rho_e}{r}d^3r .$$

The spherical average again leaves two thirds of $r^2\mathbf B$. Since $\mathbf B_{\rm ind}=-\sigma\mathbf B$, this is the Lamb formula. The minus sign says that the circulating charge opposes the applied field.

**The virial balance.** In the scaled two-electron problem (3), let $\tau$, $\nu$ and $v$ be the expectation values of the kinetic energy, of $1/\rho_1+1/\rho_2$, and of $1/\rho_{12}$. Then $\varepsilon=\tau-\nu+\lambda v$. Compress the wavefunction uniformly by a factor $\eta$, keeping it normalized. The kinetic energy scales as $\eta^2$ and the Coulomb terms as $\eta$, so the trial energy is $\eta^2\tau+\eta(-\nu+\lambda v)$. An eigenfunction makes this stationary at $\eta=1$:

$$2\tau-\nu+\lambda v=0. \tag{5}$$

Substituting $\tau=(\nu-\lambda v)/2$ into $\varepsilon$ gives $\varepsilon=-(\nu-\lambda v)/2$, or

$$\nu=-2\varepsilon+\lambda v. \tag{6}$$

**The repulsion.** Let $\psi$ and $\varphi$ be the ground states at repulsion strengths $\lambda$ and $\lambda'$. Taking the matrix element of the difference of the two Hamiltonians between them gives

$$(\lambda-\lambda')\langle\varphi|V|\psi\rangle=\left[\varepsilon(\lambda)-\varepsilon(\lambda')\right]\langle\varphi|\psi\rangle .$$

Divide by $(\lambda-\lambda')\langle\varphi|\psi\rangle$ and let $\lambda'\to\lambda$. The result is $v=d\varepsilon/d\lambda=\sum_nn\,e_n\lambda^{n-1}$. Equation (6) becomes

$$\nu=\sum_n(n-2)\,e_n\lambda^n,\qquad \left\langle\sum_i\frac1{r_i}\right\rangle=Z\nu=\sum_n(n-2)\,e_nZ^{1-n},$$

which is (4), reached without differentiating with respect to $Z$. The absence of $e_2$ now appears as a cancellation: the virial part contributes $-2e_2$ and the repulsion part $+2e_2$.

## What each derivation assumes

The first derivation needs a Hamiltonian in which $Z$ multiplies $-\sum_i1/r_i$ and appears nowhere else. Its proof of (1) applies to any number of electrons, and it survives an added spherical confining potential that does not depend on $Z$. The expansions (2) and (4) rest in addition on the scaling (3), which such a potential would destroy. The second needs every potential to scale as an inverse length. A confining potential would add a term to (5) and spoil (6). In return, the second gives the sign and origin of the field directly. Its relation for $v$ is a Hellmann–Feynman relation too, but for the repulsion strength instead of the nuclear charge.

The difference matters for approximate functions. Take a product of two exponentials with common exponent $\zeta$. Its energy is

$$E(\zeta,Z)=\zeta^2-2Z\zeta+\tfrac58\zeta,\qquad \left\langle\sum_i\frac1{r_i}\right\rangle=2\zeta .$$

If $\zeta$ depends on $Z$, the total slope is

$$\frac{dE}{dZ}=-2\zeta+\left(2\zeta-2Z+\tfrac58\right)\frac{d\zeta}{dZ}.$$

The second term vanishes for the optimized exponent $\zeta=Z-5/16$, and $-dE/dZ$ and $\langle\sum_i1/r_i\rangle$ then both equal $2Z-5/8$. For the unscreened choice $\zeta=Z$ the second term equals $5/8$, and the theorem fails. At $Z=2$ the slope $-dE/dZ$ is 91.8384 eV, while the inverse distance, expressed as an energy, is 108.8455 eV. The gap of 17.0071 eV is $5/8$ hartree.

A linear basis whose exponents are tied to $Z$ meets the same issue. Its coefficients are optimized at each $\lambda$, so $v=d\varepsilon/d\lambda$ still holds, and $E=Z^2\varepsilon(1/Z)$ gives

$$\frac{dE}{dZ}+Z\nu=2Z\varepsilon-v+Z\nu=Z\left(2\tau-\nu+\lambda v\right).$$

The error in the Hellmann–Feynman relation is thus $Z$ times the error in the virial balance (5). In the correlated basis used below, with the slope taken as a central difference of step 0.01 in $Z$, the largest mismatch is $3.2\times10^{-6}$ eV; this figure includes the error of the finite difference.

## The helium isoelectronic series

The numbers come from 252 two-electron functions that depend on all three interparticle distances. They yield both the coefficients $e_n$ and, by separate diagonalization at each $Z$, the direct value of $\langle\sum_i1/r_i\rangle$. Since $\alpha^2=E_{\rm h}/m_ec^2$, with $E_{\rm h}$ the hartree, the slope in eV converts as

$$\sigma=-\frac1{3m_ec^2}\frac{\partial E}{\partial Z}.$$

For helium, $Z=2$, the slope gives

$$\sigma=\frac{91.8829}{3\times510998.95}=59.937\times10^{-6}=59.937\ \text{ppm}.$$

The series builds the same number from $\alpha^2/3=17.75045$ ppm. The bare nucleus contributes $4\times17.75045=71.0018$ ppm and first-order screening $-\tfrac58\times17.75045=-11.0940$ ppm. With $e_3=0.23670$ eV, whose last digit is uncertain (it changes by $4.5\times10^{-5}$ eV from 125 to 252 functions), the next term is

$$\frac{0.23670}{27.211386}\times\frac14\times17.75045=0.0386\ \text{ppm}.$$

The $e_4$ and $e_5$ terms add $-0.0039$ and $-0.0035$ ppm. The table compares truncations of (2), in ppm; "three terms" includes $e_3$.

| $Z$ | direct | two terms | three terms |
|---|---|---|---|
| 2 | 59.9368 | 59.9078 | 59.9464 |
| 3 | 95.4237 | 95.4087 | 95.4258 |
| 4 | 130.9185 | 130.9096 | 130.9192 |
| 6 | 201.9155 | 201.9114 | 201.9157 |
| 10 | 343.9165 | 343.9150 | 343.9165 |

At $Z=2$ the two-term law is low by 0.029 ppm, or 0.05% of the direct value. The optimized product function gives this same shielding, yet its energy, $-(27/16)^2$ hartree $=-77.489$ eV, lies 1.53 eV above the correlated $-79.014$ eV, an error of 1.9% of the correlated energy. The product energy is $-(Z-5/16)^2=-Z^2+\tfrac58Z-\tfrac{25}{256}$, so it has the exact $e_0$ and $e_1$ terms, but its constant, $-25/256$ hartree $=-2.657$ eV, lies 1.633 eV above $e_2=-4.290$ eV. This part of the error is independent of $Z$ and does not affect the slope. The terms $e_3/Z+e_4/Z^2+\dots$, which do affect it, amount to only $+0.107$ eV at $Z=2$.

The coefficients themselves do not fall steadily: in this basis $e_5=-0.028$ eV is larger in magnitude than $e_4=-0.024$ eV. At $Z=2$ the powers of $1/Z$ keep the later terms small. Perturbation theory guarantees a convergent series for sufficiently small $1/Z$, because $h_0$ has an isolated lowest level and the repulsion is bounded relative to the kinetic energy. That argument does not by itself reach $Z=2$. There the support is numerical: the sum through $e_{20}$ agrees with the direct value to the four decimals shown.

A finite step in $Z$ does not replace the derivative. The difference $E(3)-E(2)=-119.0822$ eV is the slope averaged over the interval, and it lies between the end values $-91.8829$ and $-146.2843$ eV.

The decimals in the table compare nonrelativistic results with each other and are not predictions at that precision. Relativistic corrections have the relative scale $(Z\alpha)^2$, the squared ratio of electron speed to light speed, with a prefactor not calculated here for the correlated state; for non-interacting Dirac 1s electrons it is about 2.7, so the actual correction is larger than the bare scale (about 0.04 ppm at $Z=2$ and 5 ppm at $Z=10$ in that model). At $Z=2$ this scale is $2.1\times10^{-4}$, comparable with the $e_3$ term's share of $6.4\times10^{-4}$. At $Z=10$ it is $5.3\times10^{-3}$, against a share of only $4.5\times10^{-6}$. The finite nuclear mass is also left out. Helium-4 has no nuclear moment, so the helium value refers to helium-3, where the mass ratio $m_e/M=1.8\times10^{-4}$ is of the same order as $(Z\alpha)^2$; the reduced-mass change of $\langle\sum_i1/r_i\rangle$ alone shifts the shielding by about $-0.011$ ppm. Towards high $Z$ the two-term law becomes an ever better solution of the nonrelativistic problem, while that problem becomes a poorer description of the ion. The full set of values is in the numerical output.

## Numbers as computed

```
alpha = 0.007297353 (dimensionless)
alpha^2/3 = 17.75045 ppm
electron rest energy = 510998.95 eV
hartree = 27.211386 eV, bohr = 0.5291772 angstrom
hartree*bohr = 14.39965 eV angstrom
basis functions: 252 (degree 12), 125 (degree 9)
energy coefficients e_n:
  e_0 = -27.21139 eV
  e_1 = 17.00712 eV
  e_2 = -4.29032 eV
  e_3 = 0.23670 eV
  e_4 = -0.02417 eV
  e_5 = -0.02821 eV
  e_6 = -0.01668 eV
change of e_2, small to large basis: -1.5e-05 eV
change of e_3, small to large basis: 4.5e-05 eV
product function at Z=2:
  best exponent = 3.18891 1/angstrom
  optimized: -dE/dZ = 91.8384 eV, <sum 1/r> = 91.8384 eV
  frozen: -dE/dZ = 91.8384 eV, <sum 1/r> = 108.8455 eV
  (<sum 1/r> multiplied by hartree*bohr)
  shielding from induced current = 59.9078 ppm
Z | E (eV) | -dE/dZ (eV) | <sum 1/r> (1/angstrom)
 2 | -79.0144 | 91.8829 | 6.38091
 3 | -198.0965 | 146.2843 | 10.15888
 4 | -371.5869 | 200.6976 | 13.93768
 6 | -881.8189 | 309.5358 | 21.49607
10 | -2555.3344 | 527.2229 | 36.61360
shielding in ppm:
Z | direct <1/r> | two terms | three terms | to e_20
 2 | 59.9368 | 59.9078 | 59.9464 | 59.9368
 3 | 95.4237 | 95.4087 | 95.4258 | 95.4237
 4 | 130.9185 | 130.9096 | 130.9192 | 130.9185
 6 | 201.9155 | 201.9114 | 201.9157 | 201.9155
10 | 343.9165 | 343.9150 | 343.9165 | 343.9165
contributions at Z=2:
  from e_0: 71.0018 ppm
  from e_1: -11.0940 ppm
  from e_2: 0.0000 ppm
  from e_3: 0.0386 ppm
  from e_4: -0.0039 ppm
  from e_5: -0.0035 ppm
largest |dE/dZ + <sum 1/r>| = 3.2e-06 eV
E(Z=3)-E(Z=2) = -119.0822 eV
full CI cc-pVQZ, Z=2: E = -78.9786 eV, shielding = 59.9243 ppm
Z=2: (Z alpha)^2 = 2.1e-04, e_3 share = 6.4e-04 (dimensionless)
Z=10: (Z alpha)^2 = 5.3e-03, e_3 share = 4.5e-06 (dimensionless)
```
